# Convergence order and grid-free limit of a layer growth constant

## The problem

A reaction layer grows between two solids. Its thickness $X$ follows the parabolic law

$$X^2=Kt ,$$

where $t$ is the time and $K$ the growth constant. A numerical calculation of the moving reaction front is run on three grids, each with half the spacing of the one before:

| spacing | growth constant (nm²/s) |
|---|---|
| $h$ | $K_1=1.0400$ |
| $h/2$ | $K_2=1.0100$ |
| $h/4$ | $K_3=1.0025$ |

Find the order of convergence and the value that $K$ approaches as the spacing goes to zero.

## A tempting solution

A finer grid gives a smaller error, and it seems natural that half the spacing leaves half the error. If $L$ is the wanted limit, this means

$$K_3-L=\tfrac12\,(K_2-L).$$

Multiplying by 2 and collecting $L$ gives

$$L=2K_3-K_2=2(1.0025)-1.0100=0.9950\ \text{nm}^2/\text{s}.$$

The order would be one, since the error is taken to be proportional to the first power of the spacing.

## Where it goes wrong

The algebra is right, but the halving of the error was put in by hand, and the first value $K_1$ was never used. It can test the assumption. If each refinement halves the error, the errors on the three grids are $E$, $E/2$ and $E/4$. The changes between neighbouring grids are then $E/2$ and $E/4$, so the second change must be half the first. The data say otherwise:

$$K_1-K_2=0.0300,\qquad K_2-K_3=0.0075\ \text{nm}^2/\text{s}.$$

Half of 0.0300 is 0.0150, twice the change that is found. First-order convergence does not fit the three numbers. The order has to be treated as an unknown and taken from the data.

## The right solution

Assume that one power of the spacing dominates the error. With the coarsest spacing as the unit of length for the grid,

$$K(h)=L+Ch^p,\qquad p>0 .$$

Here $C$ is the error on the coarsest grid. Errors from time steps and from incomplete solution of the equations must be negligible, because they need not shrink with $h$. Putting in $h=1,\ \tfrac12,\ \tfrac14$ gives three equations for $L$, $C$ and $p$:

$$K_1=L+C,\qquad K_2=L+C\,2^{-p},\qquad K_3=L+C\,4^{-p}.$$

Subtracting neighbours removes $L$. Since $4^{-p}=2^{-p}\,2^{-p}$,

$$K_1-K_2=C(1-2^{-p}),\qquad K_2-K_3=C\,2^{-p}(1-2^{-p}).$$

Dividing the first difference by the second removes $C$ and the common bracket:

$$R\equiv\frac{K_1-K_2}{K_2-K_3}=2^p,\qquad p=\log_2 R .$$

For the given data,

$$R=\frac{0.0300}{0.0075}=4,\qquad p=\log_2 4=2 .$$

The limit follows from the error that remains on the finest grid, $K_3-L=C\,4^{-p}$. Dividing this by the second difference gives

$$\frac{K_3-L}{K_2-K_3}=\frac{2^{-p}}{1-2^{-p}}=\frac{1}{2^p-1}=\frac1{R-1},$$

where numerator and denominator were multiplied by $2^p$. Hence

$$L=K_3-\frac{K_2-K_3}{R-1}=1.0025-\frac{0.0075}{3}=1.0000\ \text{nm}^2/\text{s}.$$

In other units this is $1.0000\times10^{-14}$ cm²/s.

Substitution confirms the result. The errors $K-L$ are 0.0400, 0.0100 and 0.0025 nm²/s, and each is a quarter of the one before. The tempting solution went past the limit because it subtracted the whole last change, 0.0075, where a third of it was due.

The ratio $R$ also shows when the method does not apply. If $R=1$, the changes do not shrink and the formula for $L$ divides by zero. If $0<R<1$, the changes grow and $p$ is negative, against the assumption. If $R<0$, the values go up and down in turn and no real $p$ exists. In these cases the grids may be too coarse for one power to dominate, another error may be mixed in, or the scheme may not converge at all.

## How firm are the two numbers?

**Rounding.** Each value is given to four decimals, so it may be off by half a last digit, $\delta=0.00005$ nm²/s. To see the effect on $L$, write $d_1=K_1-K_2$ and $d_2=K_2-K_3$. Since $R-1=(d_1-d_2)/d_2$,

$$L=K_3-\frac{d_2^2}{d_1-d_2}.$$

The derivatives of the fraction are

$$\frac{\partial}{\partial d_1}\frac{d_2^2}{d_1-d_2}=-\frac{1}{(R-1)^2},\qquad
\frac{\partial}{\partial d_2}\frac{d_2^2}{d_1-d_2}=\frac{2}{R-1}+\frac{1}{(R-1)^2}=\frac{2R-1}{(R-1)^2}.$$

Now $K_1$ enters through $d_1$ alone, $K_2$ through $-d_1$ and $+d_2$, and $K_3$ through $-d_2$ and directly. Therefore

$$\frac{\partial L}{\partial K_1}=\frac{1}{(R-1)^2},\qquad
\frac{\partial L}{\partial K_2}=-\frac{2R}{(R-1)^2},\qquad
\frac{\partial L}{\partial K_3}=\frac{R^2}{(R-1)^2}.$$

At $R=4$ these are $\tfrac19$, $-\tfrac89$ and $\tfrac{16}9$. Their sum is 1, as it must be, because adding a constant to all three values adds the same constant to the limit. In the worst case the three rounding errors act together, and $L$ moves by $\tfrac{25}{9}\delta\approx0.00014$ nm²/s. The signs of the derivatives are the same for every $R>1$, so the extremes lie where each input is at an end of its range. Evaluation at these corners gives $L$ between 0.99986 and 1.00014 nm²/s.

The order $p=\log_2(d_1/d_2)$ rises with $K_1$ and $K_3$ and falls with $K_2$. Its largest value therefore has $d_1=0.0301$ and $d_2=0.0074$, and its smallest has $d_1=0.0299$ and $d_2=0.0076$. The range is 1.976 to 2.024. Rounding cannot turn this order into one.

**The assumed form.** Three unknowns were fitted to three values. The fit is perfect whether or not the assumed error law is true. A different law shows what this means:

$$K(h)=L'+ah+bh^3 .$$

Its two differences are

$$\tfrac12a+\tfrac78b=0.0300,\qquad \tfrac14a+\tfrac7{64}b=0.0075 .$$

Doubling the second equation and subtracting it from the first leaves $\tfrac{21}{32}b=0.0150$, so $b=0.02286$. The first equation then gives $a=0.02000$, and $L'=1.0400-a-b=0.99714$ nm²/s. This law passes through the same three values, has first order as $h\to0$, and has another limit. What was found above is thus an observed order, valid if one power dominates.

A fourth grid can separate the two laws. At spacing $h/8$ they predict

$$L+\frac{C}{8^2}=1.000625,\qquad L'+\frac a8+\frac b{512}=0.999687\ \text{nm}^2/\text{s}.$$

The gap is 0.00094 nm²/s, nearly nineteen times $\delta$. To compare it with the rounding of the inputs, express both predictions through the data:

$$K_3-\frac{d_2^2}{d_1}\qquad\text{and}\qquad K_3+\frac{d_1}{16}-\frac{5d_2}{8}.$$

The sizes of their derivatives with respect to $K_1,K_2,K_3$ add up to $\tfrac{17}8$ and $\tfrac{19}8$. Rounding can shift the two predictions by at most about $4.5\,\delta=0.00023$ nm²/s in total, so a fourth run to four decimals would decide between them. Agreement with the first prediction would support second order, though no finite set of grids proves it.

Knowledge of the numerical scheme is the other support. If the scheme is known to be of second order, and the grids are fine enough for the second-order error to dominate, $p=2$ can be fixed and two grids suffice: $L=(4K_3-K_2)/3$. The third grid is then free to test the assumption.

## A front problem with a known answer

The method can be tried where the limit is known. Let a diffusant with diffusivity $D$ cross the layer $0<x<X(t)$ and be consumed at the front. Its concentration is $c_0$ at $x=0$ and zero at $x=X$, and the front needs $N$ diffusing atoms per unit volume of new layer:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad N\frac{dX}{dt}=-D\left.\frac{\partial c}{\partial x}\right|_{x=X}.$$

Look for a profile that keeps its shape, $c=c_0\,f(u)$ with $u=x/X(t)$. At fixed $x$, $\partial u/\partial t=-u\dot X/X$, so the diffusion equation becomes

$$-u\frac{\dot X}{X}f'=\frac{D}{X^2}f'' .$$

From $X^2=Kt$ follows $X\dot X=K/2$. With $q=K/(2D)$ and $S=c_0/N$, the equation and the front balance read

$$f''+q\,u f'=0,\qquad f(0)=1,\quad f(1)=0,\qquad q=-S f'(1).$$

The equation gives $f'=-A\,e^{-qu^2/2}$. Set $q=2\lambda^2$. Since $f$ drops by 1 across the layer,

$$1=A\int_0^1e^{-\lambda^2u^2}du=A\,\frac{\sqrt\pi\,\operatorname{erf}\lambda}{2\lambda}.$$

Inserting $A$ into the balance $2\lambda^2=SA\,e^{-\lambda^2}$ and rearranging gives

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=S,\qquad \frac KD=2q=4\lambda^2 .$$

For $S=0.5$ the root is $\lambda=0.464786$, and $K/D=0.86410381$.

On a grid of spacing $\eta$ in $u$, central differences for $f''$ and $f'$ inside the layer have errors of order $\eta^2$. The gradient at the front needs a one-sided formula, for which there are two simple choices. Taylor expansion about $u=1$ gives for two points

$$\frac{f(1)-f(1-\eta)}{\eta}=f'(1)-\frac\eta2f''(1)+\dots=f'(1)\left(1+\frac{q\eta}2\right)+\dots,$$

where $f''(1)=-qf'(1)$ was used. This error is of first order. For three points,

$$\frac{3f(1)-4f(1-\eta)+f(1-2\eta)}{2\eta}=f'(1)-\frac{\eta^2}{3}f'''(1)+\dots,$$

because the terms in $f(1)$ and $f''(1)$ cancel. This error is of second order. The computed $K/D$ is:

| intervals | two-point | three-point |
|---|---|---|
| 80 | 0.86613470 | 0.86411282 |
| 160 | 0.86511964 | 0.86410604 |
| 320 | 0.86461182 | 0.86410436 |
| 640 | 0.86435784 | 0.86410395 |

The first three grids give observed orders of 0.9992 and 2.0165. These orders, and the extrapolated values below, come from the unrounded results. The three-point differences are so small that the eight decimals of the table give 2.013 and fix that order only to about $\pm0.01$. The interior scheme is the same in both columns, so the front gradient alone lowers the order of the whole result from two to one. The growth speed is set by that gradient, so a first-order error in it gives a first-order error in $K$.

Extrapolation from the same rows reduces the two-point error in $K/D$ from $5.1\times10^{-4}$ on the third grid to $-3.9\times10^{-7}$, and the three-point error from $5.55\times10^{-7}$ to $4.8\times10^{-9}$. Both are measured against the exact constant. The extrapolated two-point result is thus about as good as the plain three-point result on the third grid. The 640-interval values were not used in the fit. Their predictions, 0.86435776 and 0.86410395, differ from the computed values by at most $8\times10^{-8}$ at the digits shown. Here the single-power law passes the fourth-grid test.

So the tempting assumption of first order is not absurd in itself. It would have been right for a scheme with a two-point front gradient. It was wrong for the data of the problem.

## What the limit means for a real layer

For one hour of growth, the extrapolated constant gives

$$X=\sqrt{1.0000\times3600}\ \text{nm}=60.0\ \text{nm}.$$

The three grids give 61.19, 60.30 and 60.07 nm. On the coarsest grid $K$ is 4.00 % above its limit but $X$ only 1.98 %, because the thickness goes as the square root of $K$.

As an illustration, let the layer be an aluminide forming between an aluminium film and titanium at 700 K, with an assumed activation energy $E=1.9$ eV. The growth constant and the activation energy are chosen values, not data for a particular sample, and the front problem with $S=0.5$ is not a model of this compound. The parabolic law with constant $K$ leaves out several effects, which can be sized one at a time with the rest held fixed.

*Temperature.* If $K\propto e^{-E/k_BT}$, a rise from 700 to 701 K multiplies $K$ by

$$\exp\left[\frac{E}{k_B}\left(\frac1{700\ \text{K}}-\frac1{701\ \text{K}}\right)\right]=1.046 .$$

The thickness becomes 61.4 nm. One kelvin matters slightly more than the whole error of the coarsest grid.

*Reaction at the interface.* Diffusion alone would give the speed $K/(2X)$, which is infinite for a layer of zero thickness. A finite reaction speed $v$ limits it. If the two processes act in series, the times needed per unit of new thickness add:

$$\frac{dt}{dX}=\frac{2X}{K}+\frac1v,\qquad t=\frac{X^2}{K}+\frac Xv ,$$

with $X=0$ at $t=0$. For $X\ll K/v$ the growth is linear, $X\approx vt$; for $X\gg K/v$ it is parabolic. The positive root of the quadratic equation is

$$X=-\frac{K}{2v}+\sqrt{\left(\frac{K}{2v}\right)^2+Kt}.$$

With a chosen $v=1.0$ nm/s, $K/v$ is 1 nm and $X=-0.5+\sqrt{0.25+3600}=59.5$ nm. The correction is below one per cent here, but it would grow in proportion to $1/v$ for a slower reaction, as long as it stays small.

*Grain structure.* If the atoms travel mainly along grain boundaries, and $K$ varies as the inverse grain size, grains that are 10 % larger throughout the hour lower $K$ by 9.1 %. The thickness falls to 57.2 nm. At the values chosen here, this effect moves the one-hour thickness most; the ranking depends on those choices, and with $v=0.1$ nm/s the interface reaction would take off 4.8 nm and come first. If grains coarsen during growth, $K$ changes with time and the law is no longer strictly parabolic.

*Supply of aluminium.* In the compound Al₃Ti three atoms in four are aluminium. Taking equal volumes for all atoms, which is a rough estimate, a 60 nm layer uses $0.75\times60=45$ nm of the film. A film of 300 nm, again a chosen value, is used up at $X=300/0.75=400$ nm. At constant $K$ this takes $400^2/1.0000=1.6\times10^5$ s, about 44 hours. The one-hour result is safe from this limit, but the parabolic law cannot be continued beyond it.

Grid extrapolation removes the leading error of the spacing from the solution of the stated model, if the assumed error law holds. It does not remove the errors of the model. For this layer, going from the finest grid to the limit changes the thickness by less than 0.1 nm under the single-power law, and by about 0.16 nm under the other law tried above, while an uncertainty of one kelvin changes it by more than 1 nm. A grid finer than $h/4$ is useful for confirming the order, but with such an uncertainty in temperature it would not make the predicted thickness noticeably more reliable. The computed values are listed in the numerical output below.

## Numbers as computed

```
Given K, grids h, h/2, h/4 (nm^2/s): 1.0400 1.0100 1.0025
Difference K1-K2 = 0.0300 nm^2/s
Difference K2-K3 = 0.0075 nm^2/s
Ratio of differences R = 4.0000
Observed order p = 2.0000
Extrapolated limit L = 1.0000 nm^2/s = 1.0000e-14 cm^2/s
Errors K-L (nm^2/s): 0.0400 0.0100 0.0025
Limit if p=1 is wrongly assumed = 0.9950 nm^2/s
Rounding half-digit = 0.00005 nm^2/s
Range of p from rounding = 1.976 to 2.024
Range of L from rounding = 0.99986 to 1.00014 nm^2/s
Other law L+a*h+b*h^3, h in coarsest spacings (nm^2/s):
  L = 0.99714, a = 0.02000, b = 0.02286
Grid h/8, single-power law: K = 1.000625 nm^2/s
Grid h/8, other law: K = 0.999687 nm^2/s
Front test: S = 0.50, lambda = 0.464786 (no unit)
Front test: exact K/D = 0.86410381 (no unit)
Front test: numbers of intervals = 80 160 320 640
2-point front gradient (K/D, no unit):
  K/D on the grids = 0.86613470 0.86511964 0.86461182 0.86435784
  order from first three grids = 0.9992
  extrapolated K/D = 0.86410342
  error on third grid = 5.08e-04
  error after extrapolation = -3.87e-07
  predicted fourth K/D = 0.86435776
3-point front gradient (K/D, no unit):
  K/D on the grids = 0.86411282 0.86410604 0.86410436 0.86410395
  order from first three grids = 2.0165
  extrapolated K/D = 0.86410381
  error on third grid = 5.55e-07
  error after extrapolation = 4.76e-09
  predicted fourth K/D = 0.86410395
Growth time = 3600 s
Thickness from the three grids (nm): 61.188 60.299 60.075
Thickness from the limit = 60.000 nm
Coarse-grid error in K = 4.00 %
Coarse-grid error in thickness = 1.98 %
Rough T = 700 K, activation energy = 1.9 eV
Change of K for +1 K = 4.60 %
Thickness at +1 K = 61.36 nm
Assumed interface speed = 1.0 nm/s
Thickness with interface reaction = 59.502 nm
Assumed grain coarsening = 10 %
Change of K by coarsening = -9.09 %
Thickness at that K = 57.21 nm
Assumed Al film = 300 nm
Al used after growth time = 45.0 nm
Layer thickness when Al is used up = 400 nm
Time until Al is used up = 1.600e+05 s
```
